# Avalanche Noise with Dead Space: Monte Carlo and the McIntyre Limit

Two avalanche regions multiply one injected electron into 10 electron–hole pairs on average, and in both the ionization rate of holes is half that of electrons. In a region 100000 angstrom wide the noise factor is 5.77; in one 1000 angstrom wide it is 3.41. A theory in which carriers can ionize at any moment gives 5.95 for both. The difference comes from the distance a carrier must travel before it has enough energy to ionize.

## The model and what is counted

The multiplication region is \(0<x<w\), with a uniform field. Electrons move towards \(+x\), holes towards \(-x\), and one electron enters at \(x=0\). In atomic units the carrier charge has magnitude one, so the force \(f\) equals the field strength. A carrier that starts without kinetic energy reaches the threshold energy \(U\) after the dead space

\[
d=\frac{U}{f}.
\]

Beyond \(d\) it ionizes at a constant rate per length, \(\alpha\) for electrons and \(\beta\) for holes, with \(k=\beta/\alpha\). After an ionization the parent and the two new carriers all start again without energy. The model has a sharp threshold, no energy loss to the lattice on the way to it, no energy left over after ionization, and no time dependence. In a real semiconductor carriers do lose energy on the way, so \(U\) is best read as an effective value.

Let \(m\) be the number of pairs, counting the injected one. Each ionization adds one electron that finally leaves at \(x=w\), so \(m\) is also the number of electrons collected. Define

\[
M=\langle m\rangle,\qquad F=\frac{\langle m^2\rangle}{\langle m\rangle^2}.
\]

The factor \(F\) measures added noise. If a Poisson number of electrons with mean \(\bar n\) is injected, the collected number has variance \(\bar n\,(\langle m^2\rangle-M^2)\) from the random gains plus \(M^2\bar n\) from the random injection. The sum is \(\bar n\langle m^2\rangle=\bar nM^2F\), which is \(F\) times the variance for a fixed gain \(M\).

## One avalanche by hand

Take \(w=5\) and \(d=2\) in some length unit, and suppose the first random path is 3.

1. The electron ionizes at \(x=3\). There are now two pairs. Three carriers restart there: the parent electron, a new electron and a new hole.
2. Both electrons are 2 units from the exit. They need at least that distance to become able to ionize, so they leave.
3. The hole draws a path of 2.5 and ionizes at \(x=0.5\). There are now three pairs.
4. The two holes at \(x=0.5\) leave, since the exit is closer than \(d\). The new electron draws 4.6, which would end at 5.1, so it leaves too.

This avalanche has \(m=3\). Step 3 shows the feedback: a hole carries the avalanche back to where a new electron has a long way to run.

A smaller case can be averaged by hand. Let \(\beta=0\) and \(w/2\le d<w\). The first electron ionizes with probability

\[
p=1-e^{-\alpha(w-d)}.
\]

It does so at some \(y>d\), and a second ionization would need a position beyond \(y+d>2d\ge w\), outside the region. So \(m=2\) with probability \(p\) and \(m=1\) otherwise:

\[
M=1+p,\qquad F=\frac{(1-p)+4p}{(1+p)^2}=\frac{1+3p}{(1+p)^2}.
\]

This result will be compared below with a region of equal gain and no dead space.

## The Monte Carlo method

The probability that an electron path exceeds \(s\) is 1 for \(s<d\) and \(e^{-\alpha(s-d)}\) for \(s>d\). Setting this second expression equal to a random number \(u\), uniform between 0 and 1, gives the sampling rule

\[
s=d-\frac{\ln u}{\alpha},
\]

with \(\beta\) in place of \(\alpha\) for holes. The density of paths is \(h_e(s)=\alpha e^{-\alpha(s-d)}\) for \(s>d\) and zero otherwise. The exponential part has mean and standard deviation \(1/\alpha\), and the shift \(d\) changes the mean alone. The relative spread is therefore

\[
\frac{1/\alpha}{d+1/\alpha}=\frac{1}{1+\alpha d}.
\]

One trial runs as follows.

1. Start a list with one electron at \(x=0\), and set \(m=1\).
2. Draw a path for every carrier in the list and move it in its direction.
3. Discard carriers that end outside the region. For each one inside, add 1 to \(m\) and put three carriers at that point into the next list: the parent, a new electron and a new hole. An ionizing electron thus leaves two electrons and one hole, an ionizing hole one electron and two holes.
4. Repeat from step 2 until the list is empty.

For \(N\) trials with results \(m_i\), let \(a\) and \(b\) be the sample means of \(m\) and \(m^2\). The estimate is \(F=b/a^2\). A small change gives \(\delta F=\delta b/a^2-2b\,\delta a/a^3\), so trial \(i\) contributes

\[
q_i=\frac{m_i^2-b}{a^2}-\frac{2b(m_i-a)}{a^3},
\]

and the standard error of \(F\) is the standard deviation of the \(q_i\) divided by \(\sqrt N\).

## Equations for the averages

Let \(N_e(x)\) be the number of later ionizations caused by a fresh electron at \(x\), including those by all its descendants, and \(N_h(x)\) the same for a hole. Let \(n_e,n_h\) be their means, \(s_e,s_h\) their mean squares, and \(v=s-n^2\) their variances. If the electron first ionizes at \(y\), the total is one, plus the contributions of two fresh electrons and one fresh hole:

\[
n_e(x)=\int_x^w h_e(y-x)\,[1+2n_e(y)+n_h(y)]\,dy .
\]

For a hole the roles are exchanged:

\[
n_h(x)=\int_0^x h_h(x-y)\,[1+n_e(y)+2n_h(y)]\,dy .
\]

Given \(y\), the three carriers evolve independently, so their variances add. The mean square of a sum is its variance plus its squared mean, hence

\[
s_e(x)=\int_x^w h_e(y-x)\,\big[2v_e+v_h+(1+2n_e+n_h)^2\big]_y\,dy,
\]

and for holes the bracket is \(v_e+2v_h+(1+n_e+2n_h)^2\). The injected pair's hole is already at its exit, so

\[
M=1+n_e(0),\qquad F=1+\frac{v_e(0)}{M^2}.
\]

## Zero dead space: the McIntyre law

**The mean.** For \(d=0\) the electron kernel is \(\alpha e^{-\alpha(y-x)}\). Differentiating the integral gives one term from its lower limit and one from the kernel:

\[
n_e'=-\alpha(1+2n_e+n_h)+\alpha n_e=-\alpha m_0,\qquad m_0(x)=1+n_e+n_h .
\]

In the same way \(n_h'=\beta(1+n_e+2n_h)-\beta n_h=\beta m_0\). The sum is

\[
m_0'=-(\alpha-\beta)m_0,\qquad m_0(x)=M e^{-(\alpha-\beta)x},
\]

because \(n_h(0)=0\) makes \(m_0(0)=M\). Since \(n_e(w)=0\), integrating \(n_e'\) gives

\[
M-1=\alpha\int_0^w m_0\,dx=\frac{M-m_0(w)}{1-k},
\]

so \(m_0(w)=1-k+kM\). Equating this to \(Me^{-(1-k)\alpha w}\) and solving for \(M\),

\[
M=\frac{1-k}{e^{-(1-k)\alpha w}-k}.
\]

For \(0<k<1\) the mean diverges when \(e^{-(1-k)\alpha w}\) falls to \(k\). This is breakdown, and the treatment here holds below it.

**The variance.** Differentiate \(s_e\) as before, and use \(1+2n_e+n_h=m_0+n_e\):

\[
s_e'=-\alpha\big[2v_e+v_h+(m_0+n_e)^2\big]+\alpha s_e .
\]

Now \(v_e'=s_e'-2n_en_e'=s_e'+2\alpha n_em_0\), and \(s_e=v_e+n_e^2\). The terms \(n_e^2\) and \(2n_em_0\) cancel, leaving

\[
v_e'=-\alpha(V+m_0^2),\qquad V=v_e+v_h .
\]

The same steps for holes give \(v_h'=\beta(V+m_0^2)\), so

\[
V'=-(\alpha-\beta)(V+m_0^2).
\]

Put \(V=m_0u\). The terms with \(u\) cancel because of the equation for \(m_0'\), and what remains is \(u'=-(\alpha-\beta)m_0=m_0'\). Hence \(u=m_0+c\) and

\[
V=m_0^2+c\,m_0 .
\]

The constant follows from the ends, where \(v_h(0)=0\) and \(v_e(w)=0\). Integrating \(v_e'\) gives

\[
V(0)=\alpha\int_0^w(V+m_0^2)\,dx=\frac{V(0)-V(w)}{1-k},
\]

so \(V(w)=kV(0)\). Insert the solution, with \(m_w=m_0(w)=1-k+kM\):

\[
m_w^2+c\,m_w=k(M^2+cM)
\quad\Rightarrow\quad
c\,(1-k)=kM^2-(1-k+kM)^2 .
\]

The right side expands to

\[
k(1-k)M^2-2k(1-k)M-(1-k)^2=(1-k)\,[k(M-1)^2-1],
\]

which gives \(c=k(M-1)^2-1\). Finally \(v_e(0)=V(0)=M^2+cM\), and

\[
F=2+\frac cM=2-\frac1M+k\Big(M-2+\frac1M\Big)=kM+(1-k)\Big(2-\frac1M\Big).
\]

This is McIntyre's law. For \(k=1\), where the division by \(1-k\) is not allowed, \(m_0\) and \(V\) are constant. Then \(M-1=\alpha wM\), so \(M=1/(1-\alpha w)\). Also \(V=\alpha w(V+M^2)\), so \(V=\alpha wM^3=(M-1)M^2\) and \(F=M\), which agrees with the law.

**Back to the small case.** For \(k=0\) and \(M=1+p\) the local law gives

\[
2-\frac{1}{1+p}=\frac{1+2p}{1+p}=\frac{1+3p+2p^2}{(1+p)^2}.
\]

The region with dead space had \((1+3p)/(1+p)^2\). At equal gain, the dead space lowers \(F\) by \(2p^2/(1+p)^2\). It forbids avalanches with three or more pairs, and the same mean is reached with less scatter.

## Simulating the local limit

For a chosen \(M\), the mean formula gives

\[
\alpha w=-\frac{\ln[k+(1-k)/M]}{1-k}.
\]

With \(k=0.5\) and \(M=10\) this is \(-\ln(0.55)/0.5=1.196\). Simulations with \(d=0\) and 300000 trials each gave:

- \(k=0.1\), \(M=10\): \(F=2.716\pm0.010\); the law gives 2.710.
- \(k=0.5\), \(M=4\): \(F=2.874\pm0.014\); the law gives 2.875.
- \(k=0.5\), \(M=10\): \(F=5.787\pm0.048\); the law gives 5.950.

The first two agree within one standard error. The third is low by 0.163, which is 2.7% of the law's value but 3.4 estimated standard errors, more than ordinary scatter would suggest. One contribution is that \(\langle m^2\rangle\) depends strongly on rare, large avalanches. A sample with too few of them tends to give both a low \(F\) and too small an error estimate. This makes such a deviation less surprising than the quoted error suggests, but it remains an unusual one. Longer runs with independent random numbers would show whether it persists. In noisy cases the quoted error should be read with that caution.

## Solving the equations with dead space

With a dead space, the electron integral can be written as a local integral with a shifted starting point:

\[
n_e(x)=J(x+d),\qquad J(a)=\int_a^w\alpha e^{-\alpha(y-a)}g(y)\,dy,
\]

where \(g=1+2n_e+n_h\) and \(n_e=0\) if \(x+d\ge w\). On a grid of 400 cells, the trapezoidal rule gives \(J\) and linear interpolation gives the shift. Together they form a matrix \(K_e\); its mirror image, built with \(\beta\), is \(K_h\). The means obey

\[
n_e-K_e(2n_e+n_h)=K_e1,\qquad n_h-K_h(n_e+2n_h)=K_h1 .
\]

Substituting \(v=s-n^2\) shows that \(s_e,s_h\) obey the same linear system, with the sources \(1\) replaced by \((1+2n_e+n_h)^2-2n_e^2-n_h^2\) and \((1+n_e+2n_h)^2-n_e^2-2n_h^2\). One factorization serves both moments, and there is no sampling error.

## Thin and thick regions at equal gain

To isolate the effect of width, let both rates depend on the force in the same way:

\[
\alpha=A e^{-B/f},\qquad \beta=k\alpha .
\]

The round model values are \(A=0.01\) per angstrom, \(B=0.015\) eV/angstrom, \(U=3\) eV for both carriers, and \(k=0.5\). For each width, \(f\) is raised from a low value until the computed gain passes 10, and a bracketing root search then finds \(M=10\). Since \(k\) is fixed, the local law gives \(F=5.95\) at every width.

For \(w=1000\) angstrom the search gives \(f=0.012145\) eV/angstrom. Then

\[
\alpha=0.01\,e^{-0.015/0.012145}=0.002908\ \text{per angstrom},
\]

\[
d=\frac{3}{0.012145}=247\ \text{angstrom},
\]

or 467 bohr. The three widths compare as follows.

| \(w\) (angstrom) | \(f\) (eV/angstrom) | \(d/w\) | \(F\) |
|---|---|---|---|
| 1000 | 0.01214 | 0.247 | 3.41 |
| 10000 | 0.00360 | 0.083 | 4.90 |
| 100000 | 0.00224 | 0.013 | 5.77 |

The thin region has \(3.41/5.95=0.57\) of the local noise factor; the widest has 0.97. The trend follows from \(d/w=U/(fw)\). Between the widest and the thinnest region \(w\) falls by a factor of 100, while \(f\) rises by \(0.012145/0.002242=5.4\). The energy drop \(fw\) thus falls from 224 to 12.1 eV, and a threshold of 3 eV takes up a much larger part of it. The trend does not continue to arbitrarily small widths. The rate \(\alpha\) cannot exceed \(A\), while \(M=10\) needs \(\alpha w\) of at least 1.196. As \(w\) approaches \(1.196/A\approx120\) angstrom the required force therefore grows without limit, \(d/w\) falls back towards zero and \(F\) returns towards 5.95. With these parameters \(d/w\) is largest, and \(F\) smallest, somewhat below 1000 angstrom.

Monte Carlo runs of 300000 trials at the same forces gave \(F=3.413\pm0.019\) for the thinnest region and \(5.710\pm0.048\) for the widest. The thin region's distance from the local value, 2.54, is far larger than the sampling discrepancy met above.

For the thin region the electron path law, taken without regard to the ends of the region, has mean \(247+1/0.002908=591\) angstrom and relative spread 0.58, against 1 without dead space. The ends cut off the longest paths, so these numbers do not describe the steps that actually lead to an ionization. Those steps, too, are more regular here than in a region of equal gain without dead space.

One may object that \(k=\beta/\alpha\) compares rates beyond the dead space, whereas a local description would use mean paths. Their ratio is

\[
\frac{d+1/\alpha}{d+1/\beta}=0.632,
\]

and the local law with this value gives \(0.632\times10+0.368\times1.9=7.02\). By that measure the reduction is larger, so the comparison with 5.95 is the cautious one.

## When thin is not quieter

The comparison held \(k\) fixed. If the hole rate catches up with the electron rate at the higher force of a thin region, the added feedback works against the dead space. Take \(k=0.1\) at 10000 angstrom and \(k=0.8\) at 1000 angstrom, with the other parameters unchanged and \(f\) tuned again to \(M=10\). The integral equations give \(F=2.31\) for the thick region and \(F=3.84\) for the thin one.

Each value lies below its own local result, 2.71 and 8.38, so the dead space lowers the noise in both regions. The thin region is nevertheless the noisier of the two. In this model a smaller width helps only as long as it still raises \(d/w\), and then only when the gain from the larger \(d/w\) outweighs the cost of a larger \(k\). Both conditions depend on how the two ionization rates vary with field. In a real diode there is a further limit: the fields found here for the thin region exceed 1 MV/cm, where tunnelling, which the model leaves out, can add current and noise of its own.
